# Why a series stack of linear dielectrics cannot beat its best layer, part 1

(Sections cited here and not found follow in the second part.)

## 1. The bound for charge-free interfaces

### The fact to be explained

A capacitor dielectric 10 nm thick is made of 6 nm of material H and 4 nm of material A. At its own breakdown field, H stores 22.14 J/cm³ and A stores 25.50 J/cm³. The stack, taken to its first layer breakdown, stores 17.09 J/cm³, or 4.75 Wh/L. This is less than either material stores alone.

The materials have these constants:

- H: relative permittivity 20, breakdown field 5 MV/cm.
- A: relative permittivity 9, breakdown field 8 MV/cm.

They are rough round values in the regime of thin deposited hafnia and alumina. Nothing below depends on their being accurate for a particular film.

A stack need not fall below both constituents, but it cannot rise above the better one if each layer keeps its own permittivity and breakdown field. The derivation also shows how large the shortfall is and where it comes from.

### Conventions and assumptions

Layer \(i\), with \(i=1,\dots,N\), has thickness \(d_i\), absolute permittivity \(\varepsilon_i=\varepsilon_0\kappa_i\) and breakdown field \(E_i\). The total thickness and the volume fractions are

\[
d=\sum_i d_i,\qquad f_i=\frac{d_i}{d}>0,\qquad \sum_i f_i=1 .
\]

The layers are flat and wide compared with \(d\), so that the field is normal to them and edge fields can be ignored. Each layer is a lossless linear dielectric. Its permittivity and breakdown field are the same in the stack as in the single film used for comparison. In this half the interfaces carry no free charge; trapped charge is treated in the second half.

Energy density means energy per volume of dielectric, without electrodes. A state is allowed if no layer exceeds its breakdown field. The voltage is taken as positive, since reversing it changes the sign of every field and leaves every energy unchanged.

Two quantities belong to each material at its own limit:

\[
D_i=\varepsilon_iE_i,\qquad u_i=\frac{\varepsilon_iE_i^2}{2}=\frac{D_iE_i}{2}.
\]

The first is the largest displacement the layer can carry. The second is the largest energy density it can hold. The symbol \(E_i\) always denotes the limit; the operating field in layer \(i\) is written \(\mathcal E_i\).

### One displacement, several fields

Let the positive electrode carry free charge \(Q\) per area on its inner face. Apply Gauss's law to a flat box with one face inside the metal, where the field is zero, and the other in the first dielectric. The result is \(D=Q\). A similar box across an interface without free charge shows that \(D\) has the same value on both sides. Hence every layer carries the same \(D\), and

\[
\mathcal E_i=\frac{D}{\varepsilon_i}.
\]

The layer of lower permittivity receives the higher field. Adding the potential drops gives

\[
V=\sum_i d_i\mathcal E_i=D\sum_i\frac{d_i}{\varepsilon_i}.
\]

Moving a further charge \(dQ\) from one electrode to the other costs the work \(V\,dQ\) per area. Since \(Q=D\), charging from zero costs

\[
W=\int_0^D\left(D'\sum_i\frac{d_i}{\varepsilon_i}\right)dD'
=\frac{D^2}{2}\sum_i\frac{d_i}{\varepsilon_i}.
\]

Dividing by \(d\) gives the energy density of the stack,

\[
u(D)=\frac{D^2}{2}\sum_i\frac{f_i}{\varepsilon_i}.
\tag{1}
\]

Because \(D=\varepsilon_i\mathcal E_i\), each term equals \(f_i\varepsilon_i\mathcal E_i^2/2\). The charging work is therefore the volume average of the local field energy.

### Which layer breaks first

Layer \(i\) stays within its limit when \(D/\varepsilon_i\le E_i\), which is the same as \(D\le D_i\). All layers must satisfy this at once, so the largest allowed displacement is

\[
D_*=\min_i D_i=\min_i(\varepsilon_iE_i).
\tag{2}
\]

The limiting layer is the one with the smallest product of permittivity and breakdown field. It need not be the layer with the smallest breakdown field.

Equation (1) increases with \(D\) for \(D\ge0\). The maximum energy density is thus reached at \(D_*\):

\[
u_{\rm stack}=\frac{D_*^2}{2}\sum_i\frac{f_i}{\varepsilon_i}.
\tag{3}
\]

### Proof of the bound

The definition of \(u_i\) can be written as \(u_i=D_i^2/(2\varepsilon_i)\), because \(E_i=D_i/\varepsilon_i\). It follows that

\[
\frac{1}{2\varepsilon_i}=\frac{u_i}{D_i^2}.
\]

Inserting this in each term of equation (3) gives

\[
u_{\rm stack}=\sum_i f_i\,u_i\left(\frac{D_*}{D_i}\right)^2 .
\tag{4}
\]

By equation (2), \(0<D_*/D_i\le1\) for every layer. Replacing each squared factor by 1 cannot lower the sum. Replacing each \(u_i\) by the largest of them, \(u_{\max}\), cannot lower it either. Since the fractions add to 1,

\[
u_{\rm stack}\le\sum_i f_iu_i\le u_{\max}\sum_i f_i=u_{\max}.
\tag{5}
\]

This is the required result.

The physical content is simple. No layer can hold more than its own maximum energy density, and the density of the whole is a volume average of the local densities. The series connection is not needed for the bound itself. Its effect is to force a common displacement on the layers, which usually leaves some of them below their limits.

### When equality is possible

Suppose that \(u_{\rm stack}=u_{\max}\). Both inequalities in (5) must then be equalities.

The second gives \(\sum_i f_i(u_{\max}-u_i)=0\). No term is negative and every \(f_i\) is positive, so \(u_i=u_{\max}\) for every layer. The first gives

\[
\sum_i f_iu_i\left[1-\left(\frac{D_*}{D_i}\right)^2\right]=0 ,
\]

and for the same reason \(D_i=D_*\) for every layer.

Since \(u_i=D_iE_i/2\), all layers have the same breakdown field \(E_i=2u_{\max}/D_*\). Then \(\varepsilon_i=D_*/E_i\) is also the same for all. Conversely, if all layers have the same two constants, equation (4) gives \(u_{\rm stack}=u_{\max}\). Equality therefore holds if and only if the layers are identical in both permittivity and breakdown field.

Matching one quantity is not enough. Consider two layers of equal thickness:

- Relative permittivities 10 and 40 with breakdown fields 6 and 3 MV/cm give equal \(u_i\). The stack reaches 0.625 of the best film, because the second layer carries half of its permitted displacement.
- Relative permittivities 10 and 20 with the same two breakdown fields give equal \(D_i\). Both layers reach breakdown together, but the stack reaches 0.750 of the best film, because the second material stores half as much as the first.

### The example in numbers

In engineering units the arithmetic is short. The product of 1 MV/cm and 1 μC/cm² is 1 J/cm³, and \(\varepsilon_0\) equals 0.08854 μC/cm² per MV/cm. The displacement limits are

\[
D_H=0.08854\times20\times5=8.854\ \mu{\rm C/cm^2},
\]

\[
D_A=0.08854\times9\times8=6.375\ \mu{\rm C/cm^2}.
\]

Layer A limits the stack although its breakdown field is the higher one. At \(D_*=6.375\) μC/cm² its field is 8 MV/cm, while the field in H is

\[
\mathcal E_H=\frac{6.375}{0.08854\times20}=3.60\ {\rm MV/cm}.
\]

With 1 MV/cm equal to 0.1 V/nm, the voltage is

\[
V=0.360\times6+0.800\times4=5.36\ {\rm V}.
\]

The local energy densities are \(6.375\times3.600/2=11.48\) J/cm³ in H and \(6.375\times8/2=25.50\) J/cm³ in A. Their volume average is

\[
u_{\rm stack}=0.6\times11.48+0.4\times25.50=17.09\ {\rm J/cm^3},
\]

which is 0.670 of the best film.

The shortfall has two parts. Adding and subtracting \(\sum_i f_iu_i\) gives

\[
u_{\max}-u_{\rm stack}
=\sum_i f_i(u_{\max}-u_i)
+\sum_i f_iu_i\left[1-\left(\frac{D_*}{D_i}\right)^2\right].
\tag{6}
\]

The first term is the cost of filling volume with a poorer material. The second is the cost of using a material below its limit. The average of the two material maxima is 23.48 J/cm³, so the first cost is about 2.0 J/cm³ and the second, the difference between 23.48 and 17.09 J/cm³, is about 6.4 J/cm³. Most of the loss in this example comes from the underused layer H.

The first breakdown need not be harmless to the other layer. If A becomes a short circuit while the source holds 5.36 V, the field in H rises to \(5.36/6\) V/nm, or 8.93 MV/cm. This exceeds its limit of 5 MV/cm, so within the model H fails next.

### Two layers and the choice of fraction

Let A be the limiting layer and B the other, with \(D_A<D_B\). Equation (3) becomes

\[
u_{\rm stack}=\frac{D_A^2}{2}
\left(\frac{f_A}{\varepsilon_A}+\frac{1-f_A}{\varepsilon_B}\right).
\tag{7}
\]

Subtract \(u_A=D_A^2/(2\varepsilon_A)\) to compare it with a film of A:

\[
u_{\rm stack}-u_A=\frac{D_A^2}{2}(1-f_A)
\left(\frac1{\varepsilon_B}-\frac1{\varepsilon_A}\right).
\]

The stack is below film A when \(\varepsilon_B>\varepsilon_A\), and above it when \(\varepsilon_B<\varepsilon_A\). In the second case B receives a higher field than A and stores more per volume. The bound is not violated, because film B then stores still more.

In the example, B is H and has the higher permittivity. With total thickness and material constants held fixed, the density rises linearly with the fraction of A:

| Fraction of A | Stack density (J/cm³) |
|---|---|
| 0.01 | 11.62 |
| 0.20 | 14.28 |
| 0.40 | 17.09 |
| 0.60 | 19.89 |
| 0.80 | 22.70 |
| 0.99 | 25.36 |

As \(f_A\to0\), the density tends to \(D_A^2/(2\varepsilon_H)=11.48\) J/cm³ and not to the 22.14 J/cm³ of film H. A very thin layer of A has almost no volume, yet it still limits the displacement of the whole stack. This is a consequence of the fixed breakdown field and should not be carried over to real layers a few atoms thick.

The line crosses 22.14 J/cm³ at

\[
f_A=\frac{22.14-11.48}{25.50-11.48}=0.76 .
\]

For smaller fractions of A the stack stores less than either film. The example has \(f_A=0.4\), which explains the opening numbers.

### Calculation for a general stack

For an implementation, compute every \(D_i=\varepsilon_iE_i\), take the smallest as \(D_*\), and insert it in equation (3). The operating fields are \(D_*/\varepsilon_i\). Layer order does not enter, nor does dividing a material into several sublayers, provided that the fractions and constants remain fixed. If all breakdown fields are multiplied by a common safety factor \(s\), then \(D_*\) changes by \(s\) and every energy density by \(s^2\). The ratio to the best film does not change.

Equation (3) was tested against a numerical solution of the discretized Poisson equation. The voltage was raised until the first layer broke down, and the work \(V\,dQ\) was integrated. For 300 random stacks of two to five layers, the largest relative difference was \(5\times10^{-14}\), and the largest ratio to the best film was 0.995. The proof, not this sample, establishes the general bound.

## 2. Extensions and the limits of the premises

### Symbols and results carried over

Layer \(i\) has thickness \(d_i\), volume fraction \(f_i=d_i/d\), permittivity \(\varepsilon_i\), breakdown field \(E_i\), displacement limit \(D_i=\varepsilon_iE_i\) and maximum energy density \(u_i=\varepsilon_iE_i^2/2\). Its operating field is \(\mathcal E_i\). For charge-free interfaces, \(D_*=\min_iD_i\) and

\[
u_{\rm stack}=\frac{D_*^2}{2}\sum_i\frac{f_i}{\varepsilon_i}
\le\sum_i f_iu_i\le u_{\max}.
\]

The example has 6 nm of H (relative permittivity 20, 5 MV/cm) and 4 nm of A (9, 8 MV/cm). Layer A limits it at 6.375 μC/cm² and 5.36 V. The stack stores 17.09 J/cm³, against 22.14 for film H and 25.50 for film A.

### Charge trapped at the interfaces

Leakage can leave free charge at an interface. The displacement then differs from layer to layer, and the layers may approach their limits together. Does this defeat the bound?

Let \(Q\) again be the charge per area on the positive electrode, next to layer 1. Let \(s_i\) be the sum of the sheet charges between that electrode and layer \(i\), so that \(s_1=0\). Gauss's law gives the displacement \(Q+s_i\) in layer \(i\). The voltage and the stored energy per area are

\[
V=\sum_i\frac{d_i(Q+s_i)}{\varepsilon_i},\qquad
W=\sum_i\frac{d_i(Q+s_i)^2}{2\varepsilon_i}.
\]

Define the capacitance per area by \(1/C=\sum_i d_i/\varepsilon_i\), and let \(Q_0\) be the electrode charge at short circuit. Since \(V\) is linear in \(Q\) with slope \(1/C\) and vanishes at \(Q_0\),

\[
V=\frac{Q-Q_0}{C}.
\]

Differentiating \(W\) at fixed sheet charges gives \(dW/dQ=V\). Integration from \(Q_0\) to \(Q\) then gives

\[
W=W_0+\frac{(Q-Q_0)^2}{2C}=W_0+\frac{CV^2}{2},
\tag{8}
\]

where \(W_0\ge0\) is the energy left at short circuit. If the trapped charge stays in place during discharge, the recoverable energy per area is \(CV^2/2\). It cannot exceed \(W\). In any allowed state \(|\mathcal E_i|\le E_i\), so \(W/d\le\sum_i f_iu_i\). Therefore

\[
\frac{CV^2}{2d}\le\frac{W}{d}\le\sum_i f_iu_i\le u_{\max}.
\tag{9}
\]

The bound survives. The intermediate value \(\sum_i f_iu_i\) can now be reached by the stored energy even when the \(D_i\) differ, but not by the recoverable energy. Recovering all of \(W\) would require \(W_0=0\), hence \(Q_0+s_i=0\) in every layer. Since \(s_1=0\), every \(s_i\) would then vanish.

In the example, with H next to the positive electrode, both layers reach breakdown together if the interface carries

\[
D_A-D_H=6.375-8.854=-2.479\ \mu{\rm C/cm^2}.
\]

The voltage is then \(0.5\times6+0.8\times4=6.20\) V. The stored density is 23.48 J/cm³, of which 22.86 J/cm³ is recoverable and 0.62 J/cm³ remains at short circuit. This is a clear gain over 17.09 J/cm³ and slightly more than film H provides, but it remains below film A. How such a charge could be placed and held is outside the model.

As a test, 200 random stacks of two to five layers were given random allowed fields and the interface charges those fields require. Integrating the discharge work gave at most 0.600 of the best film's density. Random fields of both signs seldom come near the limit, so this number is not a margin. If every layer is placed at its breakdown field, the ratio comes close to 1 (0.998 among 20000 random stacks) without exceeding it.

For linear layers with fixed permittivities and breakdown fields, a series stack cannot exceed the maximum energy density of its best material, even with fixed charge trapped at the interfaces. It remains to examine nonlinear layers, hysteresis, thickness-dependent breakdown fields, tunnelling and electrode screening, and to compare the model with real films.
